Quantum and classical heat capacity of a 63 meV phonon

**Question**

A crystal vibration has phonon energy ħω = 63 meV and is in thermal equilibrium at T = 300 K. Treat it as one harmonic mode with Hamiltonian

H = p²/2 + ω²q²/2,

where q is a mass-weighted coordinate, so that no mass appears. The volume is held fixed and ω does not depend on temperature. "Classical molecular dynamics" means that the nuclei follow Newton's equations, whatever method supplies the forces. Energies are in meV and temperatures in K. Use k_B = 86.173 µeV/K, and write β = 1/(k_B T) and x = ħω/(k_B T).

The parts are answered in turn. Total: 30 marks.

**(a) Find the heat capacity that classical molecular dynamics gives this mode, and explain how it could be read from a run at a single temperature. [5]**

*Answer.* A correctly thermostatted simulation samples the Boltzmann distribution, in which a point (q, p) has weight exp(−βH). The classical partition function is

Z_cl = (1/2πħ) ∫dp exp(−βp²/2) ∫dq exp(−βω²q²/2).

Both integrals are Gaussian, and ∫exp(−as²/2) ds = √(2π/a). With a = β for the momentum and a = βω² for the coordinate,

Z_cl = (1/2πħ) · √(2π/β) · √(2π/(βω²)) = 1/(βħω).

The mean energy is minus the derivative of ln Z with respect to β. Since ln Z_cl = −ln β − ln(ħω),

U_cl = −∂ln Z_cl/∂β = 1/β = k_B T,

C_cl = dU_cl/dT = k_B = 86.17 µeV/K.

The frequency enters ln Z_cl as an additive constant, which the derivative removes. A stiff mode and a soft mode therefore have the same classical heat capacity. The constant ħ drops out in the same way.

For the reading at one temperature, differentiate once more. The second derivative of ln Z with respect to β is the variance of the energy, ⟨E²⟩ − ⟨E⟩². It also equals −dU/dβ. Because β = 1/(k_B T), dβ/dT = −1/(k_B T²), and so

⟨E²⟩ − ⟨E⟩² = −dU/dβ = k_B T² dU/dT = k_B T² C.

The heat capacity is thus the energy variance divided by k_B T², provided the run really samples the Boltzmann distribution. Newton's equations alone conserve the energy of a harmonic mode and give zero variance, and a single Nosé–Hoover thermostat on one harmonic mode gives a variance that depends on the starting point. A simulation of 20,000 independent oscillators illustrates this. They started at rest and were coupled to a random-force thermostat, with time step 0.1/ω and friction rate ω. After the initial transient, their energies were recorded at 20 well-separated times. The mean energy was 1.000 k_B T, and the variance gave C = 0.995 k_B. The expected sampling error of the variance is about half a percent, and the finite time step lowers it by about a quarter of a percent, so the run agrees with C_cl = k_B.

**(b) Find the mean energy of the same mode in quantum mechanics. [5]**

*Answer.* The levels are E_n = ħω(n + 1/2), with n = 0, 1, 2, … The partition function is a geometric series with ratio exp(−βħω), which is less than 1:

Z_q = Σ exp[−βħω(n + 1/2)] = exp(−βħω/2) / [1 − exp(−βħω)].

Its logarithm is

ln Z_q = −βħω/2 − ln[1 − exp(−βħω)].

Differentiate with respect to β. The derivative of 1 − exp(−βħω) is +ħω exp(−βħω), so

U_q = −∂ln Z_q/∂β = ħω/2 + ħω exp(−βħω) / [1 − exp(−βħω)].

Multiplying the numerator and denominator of the last term by exp(βħω) = eˣ gives

U_q = ħω/2 + ħω/(eˣ − 1).

The first term is the zero-point energy. The second is ħω times the mean phonon number

n̄ = 1/(eˣ − 1).

**(c) Derive the quantum heat capacity in units of k_B, and show that it is below the classical value at every finite temperature. [5]**

*Answer.* The zero-point term does not depend on T, so only ħω n̄ contributes. Temperature enters through x, and

dx/dT = −ħω/(k_B T²) = −x/T,

dn̄/dx = −eˣ/(eˣ − 1)².

The two minus signs cancel in the chain rule:

C_q = ħω · (dn̄/dx) · (dx/dT) = (ħω/T) · x eˣ/(eˣ − 1)².

Since ħω/T = k_B x,

C_q/k_B = x² eˣ/(eˣ − 1)².

To compare this with 1, write eˣ − 1 = e^(x/2) [e^(x/2) − e^(−x/2)] = 2 e^(x/2) sinh(x/2). Squaring gives (eˣ − 1)² = 4 eˣ sinh²(x/2). The factor eˣ cancels, leaving

C_q/k_B = [(x/2)/sinh(x/2)]².

The series sinh y = y + y³/6 + … has positive terms for y > 0, so sinh y > y. The bracket is then less than 1, and C_q < k_B at every finite temperature. Because C_cl = k_B, this expression is also the ratio C_q/C_cl.

**(d) Show that for the given mode the quantum heat capacity is about 62 percent of the classical one. [4]**

*Answer.* The thermal energy at 300 K is

k_B T = 0.086173 meV/K × 300 K = 25.852 meV.

Therefore

x = 63.0/25.852 = 2.437, eˣ = 11.438.

Inserting these values,

C_q/C_cl = (2.437)² × 11.438/(10.438)² = 0.623.

The second form provides a check on the arithmetic. With x/2 = 1.2185 and sinh(x/2) = 1.5432,

C_q/C_cl = (1.2185/1.5432)² = (0.7896)² = 0.623.

The quantum heat capacity is 53.7 µeV/K, against 86.2 µeV/K in classical dynamics.

The result can also be reached without the formula for the levels. The Hamiltonian was written as a matrix on a grid of positions and diagonalized. The energy variance over the resulting levels, divided by k_B T² as in part (a), gave the same ratio, 0.6235.

**(e) A student says: "The heat capacity is 62 percent of the classical value, so the energy of the mode is too." Correct the statement, and explain what the ratio does mean. [4]**

*Answer.* A heat capacity is a slope, dU/dT, and a ratio of slopes is not a ratio of energies. At 300 K the mean phonon number is n̄ = 0.0958, so the energies are

thermal part: ħω n̄ = 6.04 meV,

zero-point part: ħω/2 = 31.50 meV,

quantum total: 37.54 meV,

classical total: k_B T = 25.85 meV.

The quantum total is larger than the classical energy, while the thermal part alone is 23 percent of it. Neither comparison gives 62 percent.

The populations show why the slope is reduced. The probability of level n is exp(−nx)(1 − e⁻ˣ), so the ground state has probability 1 − e⁻ˣ = 0.913. The gap to the next level is 2.4 times k_B T, and few oscillators are excited across it. A classical oscillator has no gap and can take up energy in arbitrarily small amounts.

The energies and the slopes fit together as follows. At T = 0 the quantum energy exceeds the classical one by ħω/2. From part (c), the quantum energy then rises more slowly with T, so the excess shrinks. At high temperature, eˣ − 1 = x(1 + x/2 + x²/6 + …), whose inverse is

1/(eˣ − 1) = 1/x − 1/2 + x/12 − …

The −1/2 cancels the zero-point term, and ħω/x = k_B T, so U_q − k_B T tends to ħω x/12, which goes to zero. The total deficit of heat capacity, integrated over all temperatures, is therefore the zero-point energy:

∫₀^∞ (k_B − C_q) dT = ħω/2.

The practical meaning of the ratio concerns small changes. If a small amount of heat δQ enters this mode at 300 K, its temperature rises by δQ/C. The classical simulation gives a rise that is 0.62 times the quantum one, for the same δQ.

**(f) Find the first two corrections to the classical result at high temperature, and the leading form at low temperature. Does either limit suffice here? [4]**

*Answer.* Put y = x/2. For small y,

sinh y / y = 1 + y²/6 + y⁴/120 + …

The square has y⁴ coefficient 1/36 + 2/120 = 2/45, so

(sinh y / y)² = 1 + y²/3 + 2y⁴/45 + …

Inverting with 1/(1 + s) = 1 − s + s² − …, the y⁴ coefficient becomes −2/45 + 1/9 = 1/15:

C_q/k_B = 1 − y²/3 + y⁴/15 − … = 1 − x²/12 + x⁴/240 − …

At x = 2.437 the first correction gives 0.505, which is 19 percent below the full value. Adding the second gives 0.652, which is about 5 percent above it.

At low temperature x is large. Dividing the numerator and denominator of the full formula by e²ˣ gives

C_q/k_B = x² e⁻ˣ/(1 − e⁻ˣ)² ≈ x² e⁻ˣ.

Here this is 5.94/11.438 = 0.52, about 17 percent too low. The neglected factor is 1/(0.913)² = 1.20. The mode lies between the two limits, and the full formula is needed.

For this phonon energy the ratio reaches 0.90 at 647 K. Room temperature is thus not a high temperature for such a mode, even though it is for one with ħω much less than 26 meV.

**(g) Most optical phonons of silicon have energies of roughly 50 to 65 meV. Judge how far the 62 percent result carries over to silicon in a chip. [3]**

*Answer.* As a statement about one optical mode near 63 meV at 300 K it is fairly robust. Changing the phonon energy to 62 or 64 meV, with T fixed, changes the ratio to 0.632 or 0.615. For a rough phonon lifetime of τ = 3 ps, the linewidth ħ/τ is 0.22 meV, and a shift of the phonon energy by that amount changes the ratio by 0.002.

Anharmonicity alters both heat capacities. A rough estimate uses a Morse bond potential expanded to fourth order,

V = D(u² − u³ + 7u⁴/12),

where u is the scaled displacement and D = 2.3 eV is a rough bond depth. The curvature at the minimum is kept at the value for 63 meV. The classical heat capacity becomes 1.010 k_B, the quantum one 0.636 k_B, and their ratio 0.63. The full Morse potential raises each heat capacity by a further 0.001 to 0.002 k_B and leaves the ratio at 0.63. In this model the effect is one or two percent of each heat capacity. It is a model of a single stretched bond, not of a silicon phonon, whose anharmonicity has not been computed here.

Two other changes matter much more. The first is the temperature of use. At 400 K, a plausible temperature for a hot region of a chip, the same mode has a ratio of 0.76.

The second is that silicon has other modes. Its primitive cell holds two atoms and hence gives six phonon branches. Take one rough representative energy for each:

- two transverse acoustic, 17 meV: ratio 0.965 each;
- one longitudinal acoustic, 42 meV: ratio 0.806;
- one longitudinal optical, 53 meV: ratio 0.713;
- two transverse optical, 59 meV: ratio 0.659 each.

Every branch has the same classical heat capacity, so the crystal ratio is the plain average:

(2 × 0.965 + 0.806 + 0.713 + 2 × 0.659)/6 ≈ 0.79.

With three modes per atom, this is about 2.4 k_B per atom instead of the classical 3 k_B. The measured heat capacity of silicon at room temperature is roughly 20 J/(mol K), which is also about 2.4 k_B per atom. Six energies without dispersion cannot support a finer comparison.

The figure of 62 percent should therefore be applied only to heat stored in optical modes with energies near 63 meV, at temperatures near 300 K. It does not hold for the lower optical modes or for the whole crystal. Nor does it by itself correct a simulated thermal conductivity. That quantity also depends on phonon velocities and lifetimes, and the effect of classical populations on the lifetimes has not been treated here.

Most of the computed values in these answers are collected in the numerical output below.

Computed values

```
Phonon energy: 63.0 meV
Temperature: 300 K
Boltzmann constant: 86.173 ueV/K
Thermal energy k_B T: 25.852 meV
x = phonon energy / k_B T: 2.4369
exp(x): 11.438
x/2: 1.2185
sinh(x/2): 1.5432
Mean phonon number: 0.0958
Ground-state population: 0.9126
Classical heat capacity: 86.17 ueV/K
Quantum heat capacity: 53.73 ueV/K
Ratio quantum/classical, formula: 0.6235
Ratio from diagonalized levels: 0.6235
MD run, mean energy / k_B T: 1.000
MD run, heat capacity / k_B: 0.995
Small-x estimate 1 - x^2/12: 0.505
Small-x estimate with x^4/240: 0.652
Zero-point energy: 31.50 meV
Quantum thermal energy: 6.04 meV
Quantum total energy: 37.54 meV
Thermal energy / k_B T: 0.233
Anharmonic model, well depth: 2.3 eV
Anharmonic classical C / k_B: 1.0103
Anharmonic quantum C / k_B: 0.6360
Anharmonic quantum/classical ratio: 0.6295
Ratio for a 62 meV phonon at 300 K: 0.6324
Ratio for a 64 meV phonon at 300 K: 0.6145
Assumed phonon lifetime: 3 ps
Linewidth hbar/lifetime: 0.219 meV
Ratio change for a shift by linewidth: 0.0020
Ratio at 400 K: 0.7626
Temperature where ratio is 0.90: 647 K
Ratio for silicon-like mode at 17 meV: 0.965
Ratio for silicon-like mode at 42 meV: 0.806
Ratio for silicon-like mode at 53 meV: 0.713
Ratio for silicon-like mode at 59 meV: 0.659
Mean ratio of six silicon-like modes: 0.794
```
